# Quantum defects of nonpenetrating Rydberg states from core polarisation, part 2

An electron in the hydrogenic state $\psi=\psi_{nlm}$ (radial function $u$) moves outside a singly charged core, polarises it and acquires a quantum defect $\delta$, with $E=-1/[2(n-\delta)^2]$. Atomic units are used; the nucleus is infinitely heavy, and relativity, exchange and penetration are neglected. A program tests the results numerically.

The dipole potential and the defect are

$$V(r)=-\frac1r-\frac{\alpha}{2r^4}.\tag{1}$$

$$\delta=\delta'-\frac{3\delta'^2}{2n}+\dots,\qquad \delta'\equiv-n^3\Delta E.\tag{2}$$

For circular states, $l=n-1$,

$$\langle r^{-4}\rangle=\frac{(2n-4)!}{(2n)!}\left(\frac2n\right)^4,\qquad \delta=\frac{8\alpha}{n\,(2n)(2n-1)(2n-2)(2n-3)}\;\xrightarrow{\,n\gg1\,}\;\frac{\alpha}{2n^5}.\tag{3}$$

The core has $N$ electrons at $\mathbf r_i$, an S ground state $|g\rangle$ and excitation energies $W_k$ (smallest $W_{\min}$). For $r>r_i$,

$$-\frac{N+1}{r}+\sum_i\frac1{|\mathbf r-\mathbf r_i|}=-\frac1r+\sum_{K\ge1}\sum_qQ^*_{Kq}\,F_{Kq}(\mathbf r),\tag{4}$$

with $Q_{Kq}=\sum_ir_i^KC_{Kq}(\hat{\mathbf r}_i)$, $F_{Kq}=C_{Kq}(\hat{\mathbf r})/r^{K+1}$, $C_{Kq}=\sqrt{4\pi/(2K+1)}\,Y_{Kq}$ and $\mathbf D=\sum_i\mathbf r_i$. In second order, with $j$ running over eigenstates of $h=-\tfrac12\nabla^2-1/r$ and $Q_{K,k}=\langle k,M{=}0|Q_{K0}|g\rangle$,

$$\Delta E_K=-\sum_k|Q_{K,k}|^2\sum_j\frac{s_j}{W_k+\varepsilon_j},\qquad s_j=\sum_q|\langle j|F_{Kq}|\psi\rangle|^2,\qquad\varepsilon_j=E_j-E_n.\tag{5}$$

With $D_k=Q_{1,k}$ and $Q_k=Q_{2,k}$,

$$\alpha=2\sum_k\frac{|D_k|^2}{W_k},\quad\beta=\sum_k\frac{|D_k|^2}{W_k^2},\quad\gamma=\sum_k\frac{|D_k|^2}{W_k^3},\quad\alpha_q=2\sum_k\frac{|Q_k|^2}{W_k},\quad\beta_q=\sum_k\frac{|Q_k|^2}{W_k^2}.\tag{7}$$

Expanding in $\varepsilon_j/W_k$ and using

$$\sum_j\varepsilon_js_j=\frac14\langle\nabla^2r^{-2K-2}\rangle=\frac{(K+1)(2K+1)}{2}\langle r^{-2K-4}\rangle\tag{12}$$

gives nonadiabatic energies $+3\beta\langle r^{-6}\rangle$ and $+\tfrac{15}{2}\beta_q\langle r^{-8}\rangle$. Through $r^{-6}$,

$$\Delta E=-\frac\alpha2\langle r^{-4}\rangle-\frac{\alpha_q-6\beta}{2}\langle r^{-6}\rangle,\qquad\delta'=\delta_4+\delta_6,\tag{14}$$

$$\delta_4=\frac{n^3\alpha}{2}\langle r^{-4}\rangle,\qquad\delta_6=\frac{n^3(\alpha_q-6\beta)}{2}\langle r^{-6}\rangle,\qquad l\ge2.\tag{15}$$

With $L=l(l+1)$ and $\lambda=l+\tfrac12$,

$$\langle r^{-4}\rangle=M_{-3}\,\frac{3n^2-L}{2n^2(\lambda^2-1)}=\frac{3n^2-l(l+1)}{2n^5\,(l-\frac12)\,l\,(l+\frac12)(l+1)(l+\frac32)},\tag{21}$$

where $M_s=\langle r^s\rangle$, and

$$\langle r^{-6}\rangle=\frac{35n^4-5n^2(6L-5)+3L(L-2)}{8n^7\,\lambda\,(\lambda^2-\frac14)(\lambda^2-1)(\lambda^2-\frac94)(\lambda^2-4)}.\tag{23}$$

$$\delta_4=\delta_0\left(1-\frac{L}{3n^2}\right),\qquad\delta_0=\frac{3\alpha}{4\lambda(\lambda^2-\frac14)(\lambda^2-1)}.\tag{24}$$

$$\delta_0=\frac{3\alpha}{4\lambda^5}\left(1+\frac{5}{4\lambda^2}+\dots\right)=\frac{3\alpha}{4l^5}\left(1-\frac{5}{2l}+\dots\right).\tag{25}$$

For $n\to\infty$ at fixed $l$,

$$n^3M_{-k-2}\to\frac1\lambda\prod_{j=1}^k\frac{2j-1}{j\,(\lambda^2-j^2/4)}\;\xrightarrow{\,l\gg1\,}\;\frac{(2k-1)!!}{k!}\,\lambda^{-2k-1}.\tag{26}$$

$$\delta_6\to\frac{35(\alpha_q-6\beta)}{16\lambda^9}\left(1+\frac{15}{2\lambda^2}+\dots\right),\tag{27}$$

The rest of the dipole energy is $-R$, with $s_j$ taken at $K=1$:

$$R=\sum_k|D_k|^2\sum_j\frac{\varepsilon_j^2s_j}{W_k^2(W_k+\varepsilon_j)}.\tag{29}$$

If $W_{\min}+\varepsilon_{\min}>0$, where $\varepsilon_{\min}=1/(2n^2)-1/(2l^2)$,

$$0<R\le\frac{\gamma G}{1+\varepsilon_{\min}/W_{\min}},\qquad G=\sum_j\varepsilon_j^2s_j,\tag{30}$$

$$G=18\left(1+\frac L{10}\right)\langle r^{-8}\rangle-\frac45\langle r^{-7}\rangle,\qquad l\ge3.\tag{32}$$

$$\frac{\gamma G}{3\beta\langle r^{-6}\rangle}\to\frac{315/16}{105/8}\,\frac{\gamma}{\beta\lambda^2}=\frac{3\gamma}{2\beta\lambda^2}\qquad(n\gg l\gg1).\tag{34}$$

### A core that can be solved exactly

For a one-electron core the constants (7) follow from the Dalgarno–Lewis method. Take $Z=1$, $u_0=2re^{-r}$, $E_0=-\tfrac12$. Since $P_K(\cos\theta)Y_{00}=Y_{K0}/\sqrt{2K+1}$, the sums reduce to radial ones with a factor $1/(2K+1)$. Let $w_K$ solve $(h_K-E_0)w_K=r^Ku_0$, where $h_K$ is the radial Hamiltonian for angular momentum $K$. In the eigenbasis each component of $w_K$ is that of the source divided by $W_k$, so $\alpha=\tfrac23\int ru_0w_1dr$, $\beta=\tfrac13\int w_1^2dr$ and $\alpha_q=\tfrac25\int r^2u_0w_2dr$. With $w=pe^{-r}$,

$$(h_K-E_0)\,pe^{-r}=\left[-\tfrac12p''+p'+\frac{K(K+1)}{2r^2}p-\frac pr\right]e^{-r}.\tag{35}$$

For $K=1$ the bracket maps $r^2\to r$ and $r^3\to2r^2-2r$, so $p=2r^2+r^3$ yields the source $2r^2$. For $K=2$ it maps $r^3\to2r^2$ and $r^4\to3r^3-3r^2$, so $p=r^3+\tfrac23r^4$ yields $2r^3$. With $\int r^pe^{-2r}dr=p!/2^{p+1}$, equal to $\tfrac34,\tfrac{15}8,\tfrac{45}8,\tfrac{315}{16}$ for $p=4,5,6,7$,

$$\alpha=\tfrac23\left(3+\tfrac{15}4\right)=\tfrac92,\qquad\beta=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8,\qquad\alpha_q=\tfrac25\left(\tfrac{45}4+\tfrac{105}4\right)=15.\tag{36}$$

For nuclear charge $Z$, lengths scale as $1/Z$ and energies as $Z^2$, so $\alpha=9/(2Z^4)$, $\beta=43/(8Z^6)$, $\alpha_q=15/Z^6$, and $\alpha_q-6\beta=-69/(4Z^6)$: for this core the nonadiabatic repulsion outweighs the quadrupole attraction.

The case $Z=2$ gives a singly charged core on which the factor in (14) can fail if it is wrong. The program evaluates the double sum (5) without expansion, over discretised spectra of core and outer electron, for $n=10$, $l=7$. It finds $[\Delta E_1+\alpha\langle r^{-4}\rangle/2]/(\beta\langle r^{-6}\rangle)=2.943$ against the derived $3$. The deficit is the remainder $R$, which equals $0.98\,\gamma G$. The test requires $R$ to lie between $0.75\,\gamma G$ and 1.001 times the bound (30) and to be under 5% of $3\beta\langle r^{-6}\rangle$.

### Terms beyond $r^{-6}$

Several contributions besides $R$ are left out of (15). Their order in $\lambda$ for $n\gg l\gg1$ follows from (26), where $n^3\langle r^{-s}\rangle\propto\lambda^{3-2s}$. Third order in (4), with two dipole vertices and one quadrupole vertex, gives an adiabatic $r^{-2}r^{-3}r^{-2}=r^{-7}$ term, of order $\lambda^{-11}$. The $\beta_q$ term of (12), the adiabatic octupole term and the fourth-order dipole term with the core excited throughout are $r^{-8}$ terms, of order $\lambda^{-13}$. So is the normalisation part of the fourth-order dipole energy at fixed $r$: minus the second-order energy times the norm of the admixed core states, $(\alpha/2r^4)(\beta/r^4)=\alpha\beta/(2r^8)$, which is repulsive.

The leading part of the fourth order in which the core returns to $|g\rangle$ midway is the potential $-\alpha/(2r^4)$ acting twice:

$$\delta_{\alpha^2}=n^3\sum_{j\ne n}\frac{|\langle j|\alpha/(2r^4)|nl\rangle|^2}{\varepsilon_j},\tag{37}$$

with $j$ running over states of the same $l$. Its order follows from the semiclassical radial action for (1). Substituting $r=\lambda^2x$,

$$\frac1\pi\int\!\sqrt{2E+\frac2r-\frac{\lambda^2}{r^2}+\frac\alpha{r^4}}\;dr=\frac\lambda\pi\int\!\sqrt{2E\lambda^2+\frac2x-\frac1{x^2}+\frac{\alpha/\lambda^6}{x^4}}\;dx,\tag{38}$$

so the defect is $\lambda$ times a function of $\lambda^2/n^2$ and $\alpha/\lambda^6$. The first order is $\alpha\lambda^{-5}$, as found, and the second is $\alpha^2\lambda^{-11}$. The conversion term in (2) is of order $\alpha^2\lambda^{-10}/n$, no larger than this since $n>\lambda$. All power-law corrections to (15) are therefore $O(\lambda^{-11})$ in this regime.

Penetration is not a power law. For a spherical core density $\rho$, Gauss's law gives the electrostatic energy of the electron at $r$ as $-(N+1)/r+N_{\rm in}(r)/r+\int_r^\infty4\pi s\rho\,ds$. With $N_{\rm in}=N-\int_r^\infty4\pi s^2\rho\,ds$, the departure from $-1/r$ is

$$V_{\rm pen}(r)=-\int_r^\infty4\pi s^2\rho(s)\left(\frac1r-\frac1s\right)ds,\tag{39}$$

which is attractive and decays with the core density. The normalised hydrogen function at small $r$ has $u^2\approx(2/n)^{2l+3}\,(n+l)!\,r^{2l+2}/[2n\,(n-l-1)!\,(2l+1)!^2]$, and since $(n+l)!/[(n-l-1)!\,n^{2l+1}]=\prod_{j=1}^l(1-j^2/n^2)\approx e^{-l^3/(3n^2)}$, for $n\gg l^{3/2}$ this is $n^3u^2\approx(2r)^{2l+2}/(2l+1)!^2$. For $n\to\infty$ the full function is $n^3u^2=2r\,J_{2l+1}(\sqrt{8r})^2$, which never exceeds this leading form because $|J_\nu(z)|\le(z/2)^\nu/\nu!$. Against a potential decaying as $e^{-\kappa r}$ the integral is therefore at most $(2l+2)!\,(2/\kappa)^{2l+2}/[\kappa\,(2l+1)!^2]$. One factorial in the denominator survives, and this contribution falls faster than any power of $l$. Exchange and the modification of the multipole matrix elements for $r<r_i$ also require overlap of the outer electron with the core; they are not computed here.

### Magnesium $3s\,10l$

The Mg$^+$ core has a $^2S$ ground state. Without exchange its spin plays no part, and the derivation applies. The core enters (5) only through the sum $\sum_k|Q_{K,k}|^2/(W_k+\varepsilon)$. This is not itself the linear response function, which also contains terms in $W_k-\varepsilon$, but it is fixed by the same excitation energies and strengths, the poles and residues of the linear response. These are approximated here at the mean-field level: an unrestricted Hartree–Fock ground state and time-dependent Hartree–Fock (TDHF) poles and residues, in an even-tempered Gaussian basis of 17 s, 11 p, 6 d and 2 f functions whose exponents are listed in the output. The results, in atomic units, are $\alpha=38.858$, $\beta=123.94$, $\gamma=800.7$, $\alpha_q=170.63$ and $\beta_q=265.4$. Static TDHF response equals the derivative of the Hartree–Fock moment in an applied field, and finite-field calculations give $38.856$ and $170.66$; the test requires agreement within 0.2%. The constants $\beta$ and $\gamma$ of this core have no such independent test. The finite-field values use the same basis and do not test its convergence. A denser even-tempered basis (20 s, 13 p, 7 d and 2 f functions, ratio 2.2 for s, p and d) gives $\alpha=38.79$, $\beta=123.7$, $\gamma=798.5$, $\alpha_q=171.2$ and $\beta_q=266.5$, shifts of 0.2 to 0.4%, and moves $\delta_4$ of the $10k$ state by $2\times10^{-6}$. The further digits quoted below belong to the first basis.

One excitation dominates. The $3s\to3p$ pole at $W=0.15461$ hartree carries 0.9849 of $\alpha$ and 0.9986 of $\beta$. By (7) a single pole has $\beta=\alpha/(2W)$, so its share is $0.9849\times38.858/(2\times0.15461)=123.8$, which is indeed $0.9986\times123.94$. The small $W$ makes $6\beta=743.6$ more than four times $\alpha_q$, and $\alpha_q-6\beta=-573.0$.

The measured polarisability of Mg$^+$ is roughly 35, so this model overestimates $\delta_4$ of the real atom by about a tenth. TDHF omits correlation between the $3s$ electron and the neon-like shell; that this omission accounts for the excess is expected but not tested here. The digits below compare approximations with one another inside the model and are not predictions for the atom to that precision.

Take $n=10$, $l=7$ (the $10k$ state), with $L=56$, $\lambda=7.5$, $\lambda^2=56.25$. The five-factor product is $7.5\times56\times55.25=23205$, and (21) gives

$$\langle r^{-4}\rangle=\frac{300-56}{2\times10^5\times23205}=5.25749\times10^{-8}\ \text{bohr}^{-4}.$$

In (23) the numerator is $350000-500\times331+3\times56\times54=193572$ and the two further factors are $54$ and $52.25$:

$$\langle r^{-6}\rangle=\frac{193572}{8\times10^7\times23205\times54\times52.25}=3.69565\times10^{-11}\ \text{bohr}^{-6}.$$

Then (15) gives $\delta_4=500\times38.858\times5.25749\times10^{-8}=1.0215\times10^{-3}$. The quadrupole part of $\delta_6$ is $500\times170.63\times3.69565\times10^{-11}=3.153\times10^{-6}$, the nonadiabatic part is $-3000\times123.94\times3.69565\times10^{-11}=-1.3741\times10^{-5}$, and $\delta_6=-1.0588\times10^{-5}$, which is $-1.04\%$ of $\delta_4$. The sum is $1.0109\times10^{-3}$. With $\Delta E=-\delta'/n^3$ and 1 hartree $=6579683.9$ GHz, the $r^{-4}$ term alone lowers the level by $1.0215\times10^{-6}$ hartree, or 6.72 GHz, and with the $r^{-6}$ term the lowering is $1.0109\times10^{-6}$ hartree, or 6.65 GHz.

The unexpanded sums (5) for $K=1$ and $2$ over all TDHF poles give $\delta'=1.0132\times10^{-3}$, or 6.67 GHz. The difference from the two-term result is accounted for by the terms derived above. From (32), with $\langle r^{-7}\rangle=1.11784\times10^{-12}$ and $\langle r^{-8}\rangle=3.68549\times10^{-14}$, $G=118.8\times3.68549\times10^{-14}-0.8\times1.11784\times10^{-12}=3.4841\times10^{-12}$, so $n^3\gamma G=2.79\times10^{-6}$. This is 0.20 of the nonadiabatic part; the asymptotic estimate (34) is $1.5\times(800.7/123.94)/56.25=0.17$. The exact remainder is $n^3R=2.40\times10^{-6}$. It lies below the bound (30), which with $\varepsilon_{\min}=1/200-1/98=-0.0052$ is $2.79\times10^{-6}/(1-0.0052/0.1546)=2.89\times10^{-6}$. The $\beta_q$ term is $-7500\times265.4\times3.68549\times10^{-14}=-7.3\times10^{-8}$. Adding, $1.0109\times10^{-3}+2.40\times10^{-6}-0.07\times10^{-6}=1.0132\times10^{-3}$.

The same quantities along $n=10$, all in units of $10^{-3}$, are:

| $l$ | $\delta_4$ | $\delta_6$ | $\delta_4+\delta_6$ | full sum |
|---|---|---|---|---|
| 5 | 5.4346 | −0.2676 | 5.1671 | 5.3084 |
| 6 | 2.2256 | −0.0481 | 2.1775 | 2.1941 |
| 7 | 1.0215 | −0.0106 | 1.0109 | 1.0132 |
| 8 | 0.50794 | −0.00261 | 0.50534 | 0.50569 |
| 9 | 0.26734 | −0.00066 | 0.26668 | 0.26673 |

The last row is the circular state, and (3) reproduces it: $8\times38.858/(10\times20\times19\times18\times17)=2.6734\times10^{-4}$. For $l\ge7$ the $r^{-6}$ term removes more than half of the gap between $\delta_4$ and the full sum, which the program asserts. At $l=6$ it reduces the gap from $0.0315$ to $0.0166$ in the units of the table. At $l=5$ it makes matters worse: $\delta_4$ alone is $0.126$ above the full sum and $\delta_4+\delta_6$ is $0.141$ below it. The remainder $n^3R$ is 55% of $|\delta_6|$ at $l=5$ and falls through 36%, 23% and 14% to 8% at $l=9$. The next terms overshoot at $l=5$, since $n^3\gamma G=2.60\times10^{-4}$ exceeds the true remainder $1.47\times10^{-4}$ by three quarters of the latter: with $n^3\gamma G$ and the $\beta_q$ term added, the shortfall of $0.141$ becomes an excess of $0.109$. None of these truncations comes closer than 2% to the full sum at $l=5$, and there the sum over the $3s\to3p$ pole is better kept unexpanded. At $l=6$ the next terms do better: adding $n^3\gamma G=2.29\times10^{-5}$ and the $\beta_q$ term $-7.4\times10^{-7}$ gives $2.1997$ in the units of the table, $0.0056$ above the full sum.

In every case computed $R<\gamma G$. Writing $1/(W+\varepsilon)=1/W-\varepsilon/[W(W+\varepsilon)]$ in (29) shows that this happens exactly when upward transitions, $\varepsilon_j>0$, dominate the next-order sum. It is not a general rule: as $W_{\min}+\varepsilon_{\min}$ approaches zero from above, the term of (29) with $\varepsilon_j=\varepsilon_{\min}$ grows without bound and $R$ exceeds $\gamma G$.

The second-order effect (37) of the $r^{-4}$ potential is $1.357\times10^{-6}$ for $10k$, or 13% of $|\delta_6|$. It is tested by diagonalising $h-\alpha[1-e^{-(r/r_c)^6}]/(2r^4)$, where the cutoff removes the singularity at the origin. With $r_c=2$ bohr the defect is $1.02267\times10^{-3}$, and changing $r_c$ between 1.5 and 2.5 bohr moves it by less than $10^{-8}$. The perturbative value from (2) is $1.02148\times10^{-3}+1.357\times10^{-6}-1.5\times(1.0215\times10^{-3})^2/10=1.02268\times10^{-3}$. At $l=9$ this term, $6.6\times10^{-8}$, has overtaken the dipole remainder, $5.0\times10^{-8}$. The direct penetration defect from (39), using the Hartree–Fock density, is a few times $10^{-7}$ at $l=5$ and below $10^{-9}$ at $l=7$, well under 1% of $|\delta_6|$ in both cases. It depends on the tail of a Gaussian expansion, so only its smallness is meaningful, not its digits.

The computed omitted terms for $10k$, namely $R$, $\beta_q$, $\alpha^2$ and the conversion term $-1.5\times10^{-7}$, add to $(2.40-0.07+1.36-0.15)\times10^{-6}=3.5\times10^{-6}$, a third of $|\delta_6|$ and of opposite sign. The term $\alpha\beta/(2r^8)$ is not included; it would change this sum by $-n^3\alpha\beta\langle r^{-8}\rangle/2=-0.09\times10^{-6}$. The $r^{-4}$ and $r^{-6}$ potentials acting once each would add about $-0.05\times10^{-6}$. The third-order $r^{-7}$ term is not in the sum either, and it is not small. For a perturbation $fD_z+gQ_{20}$ the third-order energy is $cf^2g$, so $c$ is read from the quadrupole moment $\langle Q_{20}\rangle=cf^2$ induced by a field, and $f=1/r^2$, $g=1/r^3$ give $+c/r^7$. A finite-field Hartree–Fock estimate in the denser basis gives $c\approx1.4\times10^3$ atomic units, which is repulsive. With $n^3\langle r^{-7}\rangle=1.1\times10^{-9}$ it contributes about $-1.6\times10^{-6}$, two thirds of $n^3R$ with the opposite sign, and lowers the sum from $3.5\times10^{-6}$ to about $1.9\times10^{-6}$, under a fifth of $|\delta_6|$. A comparison with spectra at this level would also need the reduced mass and the relativistic shift of the hydrogenic level.

The asymptotic forms can be judged at $l=7$. The exact $n\to\infty$ value is $\delta_0=1.2559\times10^{-3}$. The form $3\alpha/(4l^5)$ gives $1.7340\times10^{-3}$, which is 38% above $\delta_0$, while $3\alpha/(4\lambda^5)$ gives $1.2281\times10^{-3}$, 2.2% below $\delta_0$, as $5/(4\lambda^2)=0.022$ predicts. The factor $1-L/(3n^2)=0.8133$ then brings $\delta_0$ to the $n=10$ value, $1.2559\times10^{-3}\times0.8133=1.0215\times10^{-3}$, which $3\alpha/(4l^5)$ exceeds by 70%. For the $r^{-6}$ term the leading form in (27) gives $-1.669\times10^{-5}$ against the exact limit $-1.914\times10^{-5}$, a ratio of 1.15 where the first correction predicts $1+15/(2\times56.25)=1.13$. At these values of $l$ the large-$l$ forms give the scaling and the sign, and the exact moments (21) and (23) are needed for numbers.

## Numbers as computed

```
hydrogen core: alpha, beta, alpha_q = 9/2 43/8 15 a.u.
Z=2 core, 10k: (full dipole sum + alpha<r^-4>/2)/(beta<r^-6>) = 2.9428
Z=2 core, 10k: remainder/(gamma G) = 0.9815
basis l=0: exponents 0.01*2.6^j bohr^-2, 17 functions
basis l=1: exponents 0.01*2.6^j bohr^-2, 11 functions
basis l=2: exponents 0.015*2.6^j bohr^-2, 6 functions
basis l=3: exponents 0.8*3.0^j bohr^-2, 2 functions
Mg+ UHF energy = -199.36641 hartree; 3s-3p W = 0.15461 hartree
share of alpha, beta from 3s-3p = 0.9849, 0.9986
alpha = 38.858 a.u. (finite field 38.856)
alpha_q = 170.63 a.u. (finite field 170.66)
beta = 123.94, gamma = 800.7, beta_q = 265.4 a.u.
6 beta = 743.6, alpha_q - 6 beta = -573.0 a.u.
Mg 3s10l defects (dimensionless): l, delta4, delta6, delta4+delta6, full second order
5 5.4346e-03 -2.6756e-04 5.1671e-03 5.3084e-03
6 2.2256e-03 -4.8127e-05 2.1775e-03 2.1941e-03
7 1.0215e-03 -1.0588e-05 1.0109e-03 1.0132e-03
8 5.0794e-04 -2.6065e-06 5.0534e-04 5.0569e-04
9 2.6734e-04 -6.5705e-07 2.6668e-04 2.6673e-04
omitted: l, dipole remainder, gamma term, beta_q term, alpha^2 term, penetration
5 1.473e-04 2.604e-04 -1.043e-05 5.573e-05 3.7e-07
6 1.715e-05 2.294e-05 -7.364e-07 7.661e-06 8.8e-09
7 2.396e-06 2.790e-06 -7.335e-08 1.357e-06 1.7e-10
8 3.616e-07 3.918e-07 -8.663e-09 2.838e-07 1.6e-12
9 4.961e-08 5.166e-08 -1.003e-09 6.554e-08 5.5e-15
asymptotic: l, delta4(n->inf), 3alpha/(4 l^5), 3alpha/(4 lam^5), 1-L/(3n^2)
5 6.0385e-03 9.3258e-03 5.7906e-03 0.9000
6 2.5879e-03 3.7478e-03 2.5117e-03 0.8600
7 1.2559e-03 1.7340e-03 1.2281e-03 0.8133
8 6.6835e-04 8.8938e-04 6.5681e-04 0.7600
9 3.8191e-04 4.9354e-04 3.7663e-04 0.7000
10k: <r^-4> = 5.25749e-08 bohr^-4, <r^-6> = 3.69565e-11 bohr^-6
10k: <r^-7> = 1.11784e-12 bohr^-7, <r^-8> = 3.68549e-14 bohr^-8
10k: G = 3.48410e-12 a.u.
10k: quadrupole part = 3.1530e-06, nonadiabatic part = -1.3741e-05
10k: delta6/delta4 = -0.01037; 3 delta^2/(2n) = 1.53e-07
l=7: delta6(n->inf) = -1.914e-05, 35(alpha_q-6beta)/(16 lam^9) = -1.669e-05
10k: diagonalised r^-4 defect = 1.02267e-03 (cutoff radius 2 bohr)
1 hartree = 6579683.9 GHz
10k shift, r^-4 only: -1.0215e-06 hartree = -6.7209 GHz
10k shift, r^-4 + r^-6: -1.0109e-06 hartree = -6.6513 GHz
10k shift, full second order: -1.0132e-06 hartree = -6.6666 GHz
```
